# Stationary Brownian heights in the regularised one-dimensional Kardar-Parisi-Zhang equation, part 2

The one-dimensional Kardar-Parisi-Zhang (KPZ) equation, $\partial_th=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta$, describes a growing surface of height $h$, measured in a frame that moves with the growth velocity of a flat surface. It is regularised on a ring of $N\ge3$ sites with spacing $a$ and length $L=Na$. Site indices are understood modulo $N$. The slopes $u_i=(h_{i+1}-h_i)/a$ sum to zero, and the heights obey

$$
\frac{dh_i}{dt}=F_i+\eta_i,\qquad F_i=\frac{\nu}{a}(u_i-u_{i-1})+\frac{\lambda}{2}N_i,
\tag{1}
$$

$$
N_i=\frac{u_i^2+u_iu_{i-1}+u_{i-1}^2}{3},\qquad
\langle\eta_i(t)\eta_j(t')\rangle=\frac{2D}{a}\,\delta_{ij}\,\delta(t-t').
\tag{2}
$$

The first derivation inserted the weight $e^{-S}$, with $S=\frac{a}{2A}\sum_iu_i^2$ and $A=D/\nu$, into the Fokker-Planck equation, which governs the probability density. It found the weight stationary for every $\lambda$. In this law the slopes are Gaussian, with

$$
\langle u_iu_j\rangle=\frac Aa\left(\delta_{ij}-\frac1N\right).
\tag{12}
$$

The width, defined by $W^2=\langle\frac1N\sum_i(h_i-\bar h)^2\rangle$ with $\bar h$ the mean height, is

$$
W^2=\frac{AL}{12}\left(1-\frac1{N^2}\right).
\tag{14}
$$

The roughness exponent, defined by $W\propto L^\alpha$ at large $L$, is therefore $\alpha=\tfrac12$.

Write $\partial_i=\partial/\partial h_i$, and let $\mathcal Lf$ be the mean rate of change of a function $f$. For $E=\frac a2\sum_iu_i^2$,

$$
\mathcal LE\le-\frac{8\nu}{a^2}\sin^2\!\left(\frac{\pi}{N}\right)E+\frac{2DN}{a^2},
\tag{11}
$$

so the slopes remain finite.

The second derivation, which follows, uses this bound but neither the Fokker-Planck equation nor the stationarity result. It treats the quadratic term and the noisy linear terms as two separate motions and then combines them. The numerical examples use $a=0.5$ nm, $\nu=1$ nm$^2$/s, $D=0.5$ nm$^3$/s and $\lambda=4$ nm/s, so that $A=0.5$ nm.

### The quadratic motion alone

Keep the $\lambda$ term and drop the rest. Subtracting the height equations of neighbouring sites and dividing by $a$ gives

$$
\frac{du_i}{dt}=\frac{\lambda}{6a}\left(u_{i+1}^2+u_{i+1}u_i-u_iu_{i-1}-u_{i-1}^2\right),
$$

where the two terms $u_i^2$ have cancelled. The squares contain the factor $u_{i+1}-u_{i-1}$, and so do the products. Hence

$$
\frac{du_i}{dt}=\frac{\lambda}{6a}(u_{i+1}-u_{i-1})(u_{i+1}+u_i+u_{i-1}).
\tag{15}
$$

This deterministic motion has two properties.

First, it conserves $Q=\sum_iu_i^2$. Multiplying (15) by $2u_i$ and summing gives

$$
\frac{dQ}{dt}=\frac{\lambda}{3a}\sum_i\left(u_iu_{i+1}^2-u_iu_{i-1}^2+u_i^2u_{i+1}-u_i^2u_{i-1}\right)=0 .
$$

Moving the index by one site turns the first term into $u_{i-1}u_i^2$, which cancels the fourth. It turns the second into $-u_{i+1}u_i^2$, which cancels the third. The slopes thus stay on a sphere of constant $Q$, and the motion exists for all times.

Second, it conserves volume in the space of slopes. The relative rate of change of a small volume is the divergence of the velocity field. In (15) the slope $u_i$ appears once on the right, so

$$
\sum_i\frac{\partial}{\partial u_i}\frac{du_i}{dt}=\frac{\lambda}{6a}\sum_i(u_{i+1}-u_{i-1})=0 .
$$

The motion also keeps $\sum_iu_i$ fixed, whatever its value. It has no velocity component across the plane $\sum_iu_i=0$, and the volume within that plane is conserved too.

Let the slopes now have a density $g(Q)$ that depends on $Q$ alone. Volume conservation carries the value of the density unchanged along each trajectory, and $Q$ is also unchanged along it. The density after any time is therefore again $g(Q)$. The quadratic term moves surfaces around on each shell, but it does not alter how the shells are populated. (For $N=3$ the last factor in (15) is the sum of all slopes, and the slopes do not move at all.) Since $S$ is a multiple of $Q$, the weight $e^{-S}$ is preserved by this motion for any time interval.

### The linear motion alone

Now set $\lambda=0$ and keep the noise. The equation is solved by Fourier modes

$$
\hat h_k=\frac1{\sqrt N}\sum_jh_je^{-ikja},\qquad k=\frac{2\pi m}{L},\quad m=0,\dots,N-1 .
$$

The second difference multiplies a mode by $e^{ika}-2+e^{-ika}=-4\sin^2(ka/2)$. Each mode with $k\neq0$ thus decays at the rate

$$
\Gamma_k=\frac{4\nu}{a^2}\sin^2\frac{ka}{2},
\tag{16}
$$

and the transform, which is unitary, leaves the noise strength at $2D/a$ per mode. After a time $\tau$ the mode is $e^{-\Gamma_k\tau}\hat h_k$ plus an independent Gaussian contribution of variance

$$
\frac{2D}{a}\int_0^\tau e^{-2\Gamma_ks}ds=\sigma_k^2\left(1-e^{-2\Gamma_k\tau}\right),\qquad \sigma_k^2=\frac{D}{a\Gamma_k}.
\tag{17}
$$

If the mode is Gaussian with variance $\sigma_k^2$ at the start, its variance afterwards is $\sigma_k^2e^{-2\Gamma_k\tau}+\sigma_k^2(1-e^{-2\Gamma_k\tau})=\sigma_k^2$. The Gaussian law with these variances is preserved.

It is the same law as $e^{-S}$. A difference between neighbours multiplies a mode by $e^{ika}-1$, whose squared modulus is $4\sin^2(ka/2)$. Therefore $\sum_iu_i^2=\sum_k(\Gamma_k/\nu)|\hat h_k|^2$ and

$$
S=\frac{a}{2D}\sum_{k\ne0}\Gamma_k|\hat h_k|^2=\sum_{k\ne0}\frac{|\hat h_k|^2}{2\sigma_k^2}.
\tag{18}
$$

Since the heights are real, the modes $k$ and $-k$ are complex conjugates. Their two terms in (18) add to $|\hat h_k|^2/\sigma_k^2$, which gives $\langle|\hat h_k|^2\rangle=\sigma_k^2$. A mode with $ka=\pi$ is real and stands alone, and its single term gives the same variance.

### Putting the two motions together

Divide time into steps of length $\tau$. In each step let the quadratic motion act for a time $\tau$, and then the linear noisy motion for a time $\tau$. Each part preserves $e^{-S}$, so the alternating process preserves it at the end of every step, however long the step is.

It remains to let $\tau\to0$. Start the alternating process and the full equation from the same slopes and drive them with the same noise. Write $B(u)$ for the quadratic drift (15), $-Ku$ for the linear drift and $w(t)$ for the accumulated slope noise. At the end of a step the alternating process satisfies

$$
u^{(\tau)}(t)=u(0)+\int_0^t\left[B(b(s))-Kc(s)\right]ds+w(t),
$$

where $b(s)$ and $c(s)$ are the states passed through in the two parts of the current step. As long as the slopes stay below a bound $R$, these states differ from $u^{(\tau)}$ at the start of the step by an amount that vanishes with $\tau$, because the drift is bounded and the noise path is continuous.

The full solution obeys the same relation with $b$ and $c$ replaced by $u(s)$. On subtraction the noise cancels. The distance $d$ between the two processes then satisfies $d(t)\le\varepsilon_\tau+M_R\int_0^td(s)\,ds$, with $\varepsilon_\tau\to0$ and a constant $M_R$ set by the steepness of the drift below $R$. It follows that $d(t)\le\varepsilon_\tau e^{M_Rt}\to0$. By (11) the chance that the full solution exceeds $R$ before time $t$ becomes arbitrarily small for large $R$, and while $d$ is small the alternating process is bounded as well. The alternating process has the law $e^{-S}$ for every $\tau$, so its limit, the regularised KPZ equation, has that law too.

### The width from the modes

The mode $k=0$ is the mean height and does not contribute to the width. From (16) and (17),

$$
W^2=\frac1N\sum_{k\ne0}\sigma_k^2=\frac{Aa}{4N}\sum_{m=1}^{N-1}\frac1{\sin^2(\pi m/N)} .
\tag{19}
$$

To do the sum, note that $\cot\theta+i=e^{i\theta}/\sin\theta$. The imaginary part of $(\cot\theta+i)^N$ is thus $\sin N\theta/\sin^N\theta$, which vanishes at $\theta=\pi m/N$. The $N-1$ numbers $x_m=\cot(\pi m/N)$ are therefore the roots of

$$
Nx^{N-1}-\binom N3x^{N-3}+\dots=0 .
$$

There is no term in $x^{N-2}$, so the roots sum to zero. The sum of their products in pairs is $-\binom N3/N=-(N-1)(N-2)/6$. The sum of squares is the square of the sum minus twice the pair sum, that is $(N-1)(N-2)/3$. Since $1/\sin^2\theta=1+\cot^2\theta$,

$$
\sum_{m=1}^{N-1}\frac1{\sin^2(\pi m/N)}=(N-1)+\frac{(N-1)(N-2)}3=\frac{N^2-1}3 .
$$

Inserted in (19), this gives $W^2=(AL/12)(1-1/N^2)$, in agreement with (14).

The sum also shows where the exponent comes from. For long waves $\sigma_k^2\approx A/(ak^2)$, so the longest waves that fit on the ring carry most of the width. Their variance grows as $L^2$, and the factor $1/N$ in (19) reduces this to $W^2\propto L$.

### Where the nonlinearity remains visible

The growth velocity depends on $\lambda$. Averaged over the ring, the linear term of the height equation vanishes, and the mean height advances at $v=\tfrac\lambda2\langle N_i\rangle$. The slope correlations (12) give

$$
v=\frac{\lambda A}{6a}\left[2\left(1-\frac1N\right)-\frac1N\right]=\frac{\lambda A}{3a}-\frac{\lambda A}{2L}.
\tag{20}
$$

The first term depends on the cutoff and diverges as $a\to0$, because the mean squared slope of a Brownian path is infinite. The second is a finite-size correction that contains $L$ but not $a$.

For $N\ge4$ the nonlinearity also makes the stationary slope process distinguishable from its time reverse. In thermal equilibrium $\langle g\mathcal Lf\rangle=\langle f\mathcal Lg\rangle$ for any two functions of the slopes, where $\mathcal L$ gives mean rates of change. The linear and noise part of $\mathcal L$ obeys this, since integration by parts turns either side into $-(D/a)\sum_i\langle\partial_if\,\partial_ig\rangle$. The quadratic part $\mathcal B=\tfrac\lambda2\sum_iN_i\partial_i$ satisfies $\langle\mathcal B(fg)\rangle=0$, because the motion it generates preserves the law. By the product rule $\langle f\mathcal Bg\rangle=-\langle g\mathcal Bf\rangle$, and the two sides of the equilibrium condition differ by $2\langle g\mathcal Bf\rangle$.

Take four sites, $f=u_0$ and $g=u_1^2$. By (15), and with $u_1+u_0+u_3=-u_2$,

$$
2\langle g\mathcal Bf\rangle=-\frac{\lambda}{3a}\left(\langle u_1^3u_2\rangle-\langle u_1^2u_2u_3\rangle\right)
=-\frac{\lambda}{3a}\left(-\frac9{16}+\frac1{16}\right)\frac{A^2}{a^2}=\frac{\lambda A^2}{6a^3}.
$$

The Gaussian averages follow by pairing factors, with variance $\tfrac34$ and covariance $-\tfrac14$ in units of $A/a$. For $a=0.5$ nm, $A=0.5$ nm and $\lambda=4$ nm/s the difference is 1.33 s$^{-1}$. The surface is stationary, but it is not in equilibrium. For general $N$ the same pairing gives $(2\lambda A^2/3a^3)(1-3/N)$. This vanishes at $N=3$, where the quadratic term leaves the slopes unchanged and only moves the mean height.

### Growth from a flat surface

The same parameters, with $\nu=1$ nm$^2$/s and $D=0.5$ nm$^3$/s, were used to integrate the height equation numerically from a flat start. The method was Heun's predictor-corrector scheme with a time step of 0.005 s. The first half of each run was discarded. The errors are standard errors over independent copies.

| $N$ | copies | $W^2$, run (nm$^2$) | $W^2$, (14) | $v$, run (nm/s) | $v$, (20) |
|---|---|---|---|---|---|
| 8 | 2000 | 0.163 ± 0.001 | 0.164 | 1.07 ± 0.01 | 1.08 |
| 16 | 1000 | 0.330 ± 0.003 | 0.332 | 1.202 ± 0.007 | 1.208 |
| 32 | 500 | 0.676 ± 0.008 | 0.666 | 1.277 ± 0.004 | 1.271 |

For $N=16$ the formulas read $W^2=(0.5\times8/12)(1-1/256)=0.332$ nm$^2$ and $v=4/3-2/16=1.208$ nm/s. The deviations in the table are below two standard errors. The surface reaches the width that it would have without the nonlinearity, while it grows at a velocity that the nonlinearity alone produces.

A straight-line fit of $\ln W$ against $\ln L$ gives 0.513 for the three runs. The formula itself gives 0.505 at these sizes, because of the factor $1-1/N^2$. The errors of the two outer widths put an uncertainty of about 0.005 on the fitted value, so the difference is about one and a half standard errors. The runs thus agree with the formula at these sizes, and it is the formula that gives the exponent one-half at large $L$.

### What each derivation assumes

Both derivations are carried out here with a cutoff, white noise and the slope rule with equal thirds, although some rules that involve more distant slopes would serve as well. Both rest on two facts about the rule: it conserves $\sum_iu_i^2$, and it conserves volume. They use these facts differently.

The Fokker-Planck derivation requires a candidate density and a differentiation. It is short and local in time, and it exhibits the current that survives in the stationary state. It also decides between slope rules, since any failure appears as a nonzero remainder. What it shows directly is that the time derivative of the density vanishes. To conclude that the process keeps the law, one also needs the slopes to stay finite, which (11) supplies.

The second derivation requires no differential equation for the density. It needs the quadratic motion to exist for all times, the linear equation to be solvable, and a limit of short steps, for which it too relies on (11). In return it explains why a Gaussian survives a nonlinear motion: its density is constant on the shells along which that motion runs. It also shows what the argument asks of the noise. The linear part must produce a density that depends on $\sum_iu_i^2$ alone, so $D/\nu$ must be the same for all modes. If the noise had a different strength at different wavelengths while $\nu$ stayed the same, the linear stationary law would no longer be constant on the shells, and neither derivation would apply.

For the isotropic term $|\nabla h|^2$, both also depend on the surface being one-dimensional. In two dimensions conservation of the slope energy would require $\int|\nabla h|^2\nabla^2h\,dx\,dy=0$. Take $h=\cos x+\cos y+\cos(x+y)$. The part of $|\nabla h|^2$ that can correlate with $\nabla^2h$ is

$$
2\sin(x+y)(\sin x+\sin y)=\cos y+\cos x-\cos(2x+y)-\cos(x+2y),
$$

while $\nabla^2h=-\cos x-\cos y-2\cos(x+y)$. The mean of the product over one period is $-\tfrac12-\tfrac12=-1$. A local quadratic slope rule that reproduces $|\nabla h|^2$ on smooth surfaces must approach this nonzero value on a fine lattice, so no choice of coefficients restores the cancellation. Neither derivation therefore carries over to the isotropic equation in two dimensions. For the anisotropic term $(\partial_xh)^2-(\partial_yh)^2$ the corresponding integral does vanish. Even so the value one-half would not follow, because in two dimensions the Gaussian law gives a squared width that grows only as $\ln L$.

Neither derivation determines how fast the width grows before it saturates. The stationary law fixes the roughness exponent and the amplitude $A$. The growth exponent is a property of the dynamics and needs a further argument.

Numerical values quoted here were computed with a short program.
